# Oxide breakdown slopes and the cell size of a percolation model: a numerical check

```python
"""Percolation breakdown of a thin oxide: test of beta = alpha*t/a.

beta  : Weibull slope of the breakdown times
alpha : exponent of defect growth, mean defects per cell = (time/time0)**alpha
t, a  : oxide thickness and side of a cubic cell, in nm
n, N  : cells in a column (t/a) and number of columns (area/a**2)
p     : probability that a cell holds at least one defect
A device breaks when every cell of any one column is defective.
Times are in units of time0, which does not affect the slope.
"""
from itertools import chain, combinations
import numpy as np
from scipy.optimize import brentq

rng = np.random.default_rng(12345)
alpha = 0.4
thickness = np.array([2.0, 4.0])
beta = np.array([1.2, 2.4])
area_cm2 = 1e-4
area = area_cm2 * 1e14          # nm^2
devices = 100
sigma = 0.1                     # spread of local thickness, nm
thickness_error = 0.1           # nm
alpha_error = 0.05

# Inference from the two measured slopes
cells_real = beta / alpha
cell_each = thickness / cells_real
cell_difference = alpha * np.diff(thickness)[0] / np.diff(beta)[0]
intercept = beta[0] - alpha * thickness[0] / cell_difference
a = cell_each.mean()
cells = np.rint(cells_real).astype(int)
columns = area / a**2
assert np.allclose(cells_real, cells, atol=1e-10)
assert np.allclose(cell_each, cell_difference, rtol=1e-10)


def weibit(log_time, n, number):
    """ln(-ln(1-F)) from the full column distribution."""
    p = -np.expm1(-np.exp(alpha * log_time))
    return np.log(-number * np.log1p(-p**n))


# Simulate the first defect time of every cell, then max and min
ks_distances = []
for n in cells:
    trial_devices, trial_columns = 2000, 500
    times = rng.weibull(alpha, size=(trial_devices, trial_columns, n))
    life = np.sort(times.max(axis=2).min(axis=1))
    model = -np.expm1(-np.exp(weibit(np.log(life), n, trial_columns)))
    rank = np.arange(trial_devices)
    distance = max(np.max(model - rank / trial_devices),
                   np.max((rank + 1) / trial_devices - model))
    ks_distances.append(distance)
    assert distance < 1.95 / np.sqrt(trial_devices)
    del times

# Slope of the full distribution at 63.2 percent failure
occupation, density_cm3, local_slope = [], [], []
for n, slope in zip(cells, beta):
    log_life = brentq(lambda x: weibit(x, n, columns), -60.0, 0.0)
    mean_defects = np.exp(alpha * log_life)
    p = -np.expm1(-mean_defects)
    h = 1e-3
    numeric = (weibit(log_life + h, n, columns)
               - weibit(log_life - h, n, columns)) / (2 * h)
    assert abs(numeric / (alpha * n * (1 - mean_defects / 2)) - 1) < 1e-4
    assert abs(numeric / slope - 1) < 0.015
    assert abs(p / columns**(-1 / n) - 1) < 1e-6
    occupation.append(p)
    density_cm3.append(mean_defects / a**3 * 1e21)
    local_slope.append(numeric)


def fit_slopes(log_times):
    """Maximum-likelihood Weibull slope of each row, by bisection."""
    x = log_times - log_times.max(axis=1, keepdims=True)
    low = np.full(len(x), 0.2)
    high = np.full(len(x), 10.0)
    for _ in range(40):
        middle = (low + high) / 2
        weight = np.exp(middle[:, None] * x)
        score = ((weight * x).sum(axis=1) / weight.sum(axis=1)
                 - x.mean(axis=1) - 1 / middle)
        high = np.where(score > 0, middle, high)
        low = np.where(score > 0, low, middle)
    return (low + high) / 2


# Repeat the whole experiment many times at the real device area
fits = []
for n in cells:
    survival = 1.0 - rng.random((4000, devices))
    column_failure = -np.expm1(np.log(survival) / columns)
    p = column_failure**(1 / n)
    fits.append(fit_slopes(np.log(-np.log1p(-p)) / alpha))
fits = np.array(fits)
slope_error = np.sqrt(6) / np.pi / np.sqrt(devices)
inverse_cell = (fits / (alpha * thickness[:, None])).mean(axis=0)
inverse_cell_diff = (fits[1] - fits[0]) / (alpha * np.diff(thickness)[0])
recovered = 1 / inverse_cell.mean()
joint_error = slope_error / np.sqrt(2)
difference_error = slope_error * np.hypot(*beta) / np.diff(beta)[0]
assert abs(recovered / a - 1) < 0.03
# Tolerance: finite samples exceed the large-sample error slightly
for row in fits:
    assert abs(row.std() / row.mean() / slope_error - 1) < 0.08
assert abs(inverse_cell.std() / inverse_cell.mean() / joint_error - 1) < 0.08
assert abs(inverse_cell_diff.std() / inverse_cell_diff.mean()
           / difference_error - 1) < 0.08


def path_coefficients(n):
    """Coefficients of p**n and p**(n+1) per surface cell, 26 neighbours."""
    both_edge = both_inside = detour = 0.0
    for dx in range(-2, 3):
        for dy in range(-2, 3):
            if dx == 0 and dy == 0:
                continue
            shared = (3 - abs(dx)) * (3 - abs(dy))
            both_edge += shared / 2
            both_inside += shared**2 / 2
            if max(abs(dx), abs(dy)) == 1:
                detour += (9 - shared)**2
    following = (-2 * both_edge * 9.0**(n - 2)
                 + (n - 2) * (detour - both_inside) * 9.0**(n - 3))
    return 9.0**(n - 1), following


# Search every small defect set on a periodic 5 by 5 by 3 lattice
width, layers = 5, 3
sites = np.arange(width**2 * layers)
z, y, x = sites // width**2, sites // width % width, sites % width
gap_x = np.abs(x[:, None] - x)
gap_y = np.abs(y[:, None] - y)
adjacent = ((np.abs(z[:, None] - z) <= 1)
            & (np.minimum(gap_x, width - gap_x) <= 1)
            & (np.minimum(gap_y, width - gap_y) <= 1))


def count_spanning(size):
    """Number of defect sets of a given size joining both electrodes."""
    sets = np.fromiter(chain.from_iterable(combinations(range(len(sites)), size)),
                       dtype=np.int16).reshape(-1, size)
    reached = z[sets] == 0
    for _ in range(size - 1):
        for i in range(size):
            for j in range(size):
                if i != j:
                    reached[:, j] |= reached[:, i] & adjacent[sets[:, i], sets[:, j]]
    return int(np.any(reached & (z[sets] == layers - 1), axis=1).sum())


spanning_3 = count_spanning(3)
spanning_4 = count_spanning(4)
series_4 = spanning_4 - (len(sites) - 3) * spanning_3
leading, following = path_coefficients(3)
assert spanning_3 == round(width**2 * leading)
assert series_4 == round(width**2 * following)

linked_occupation, linked_slope = [], []
for n in cells:
    leading, following = path_coefficients(n)
    p = (columns * leading)**(-1 / n)
    ratio = following / leading * p
    linked_occupation.append(p)
    linked_slope.append(alpha * (n + ratio / (1 + ratio)))


def rough_slope_quadrature(t, cell):
    """Slope at 63.2 percent failure, averaging over local thickness."""
    grid = np.linspace(t - 8 * sigma, t + 8 * sigma, 4001)
    weight = np.exp(-(grid - t)**2 / (2 * sigma**2))
    weight /= weight.sum()

    def log_hazard(log_p):
        return np.log(area / cell**2 * np.sum(weight * np.exp(log_p * grid / cell)))

    root = brentq(log_hazard, -20.0, 0.0)
    h = 1e-4
    return alpha * (log_hazard(root + h) - log_hazard(root - h)) / (2 * h)


rough_slope, rough_cell = [], []
for t, n, slope in zip(thickness, cells, beta):
    predicted = alpha * np.sqrt(n**2 - 2 * (sigma / a)**2 * np.log(columns))
    assert abs(rough_slope_quadrature(t, a) / predicted - 1) < 1e-5
    cell = a
    for _ in range(50):
        cell = alpha / slope * np.sqrt(t**2 - 2 * sigma**2 * np.log(area / cell**2))
    assert abs(rough_slope_quadrature(t, cell) / slope - 1) < 1e-5
    rough_slope.append(predicted)
    rough_cell.append(cell)

print(f"defect-growth exponent: {alpha:.2f} (no unit)")
print(f"device area: {area_cm2:.1e} cm2")
print(f"columns per device: {columns:.3e} (no unit)")
print(f"ln(columns): {np.log(columns):.2f} (no unit)")
for i, t in enumerate(thickness):
    print(f"--- oxide thickness: {t:.1f} nm ---")
    print(f"measured slope: {beta[i]:.2f} (no unit)")
    print(f"cells in a column: {cells_real[i]:.2f} (no unit)")
    print(f"cell size from this slope: {cell_each[i]:.4f} nm")
    print(f"cell occupation at 63.2% failure: {occupation[i]:.3e} (no unit)")
    print(f"defect density at 63.2% failure: {density_cm3[i]:.2e} cm^-3")
    print(f"slope with cell saturation: {local_slope[i]:.4f} (no unit)")
    print(f"occupation with diagonal links: {linked_occupation[i]:.3e} (no unit)")
    print(f"occupation reduction by links: {occupation[i]/linked_occupation[i]:.2f} times")
    print(f"slope with diagonal links: {linked_slope[i]:.4f} (no unit)")
    print(f"slope with roughness: {rough_slope[i]:.3f} (no unit)")
    print(f"cell size corrected for roughness: {rough_cell[i]:.3f} nm")
    print(f"cell error from mean thickness: {100*thickness_error/t:.1f} %")
    print(f"simulation-model distance in F: {ks_distances[i]:.4f} (no unit)")
print("--- both thicknesses ---")
print(f"cell size from slope difference: {cell_difference:.4f} nm")
print(f"intercept of slope line: {abs(intercept):.4f} (no unit)")
print(f"cell size, main result: {a:.3f} nm = {10*a:.2f} angstrom")
print(f"assumed roughness: {sigma:.2f} nm")
print(f"assumed mean-thickness error: {thickness_error:.2f} nm")
print(f"assumed exponent error: {alpha_error:.2f} (no unit)")
print(f"cell size at lower exponent: {a*(alpha-alpha_error)/alpha:.3f} nm")
print(f"cell size at upper exponent: {a*(alpha+alpha_error)/alpha:.3f} nm")
print(f"devices per thickness: {devices}")
print(f"sampling error of one slope: {100*slope_error:.1f} %")
print(f"sampling error of 1/a, proportional fit: {100*joint_error:.1f} %")
print(f"sampling error of 1/a, slope difference: {100*difference_error:.1f} %")
print(f"cell size recovered from simulated fits: {recovered:.3f} nm")
print(f"spanning sets of 3 defects, test lattice: {spanning_3}")
print(f"next series coefficient, test lattice: {series_4}")
print("every check passed")
```

Output:

```
defect-growth exponent: 0.40 (no unit)
device area: 1.0e-04 cm2
columns per device: 2.250e+10 (no unit)
ln(columns): 23.84 (no unit)
--- oxide thickness: 2.0 nm ---
measured slope: 1.20 (no unit)
cells in a column: 3.00 (no unit)
cell size from this slope: 0.6667 nm
cell occupation at 63.2% failure: 3.542e-04 (no unit)
defect density at 63.2% failure: 1.20e+18 cm^-3
slope with cell saturation: 1.1998 (no unit)
occupation with diagonal links: 8.187e-05 (no unit)
occupation reduction by links: 4.33 times
slope with diagonal links: 1.1997 (no unit)
slope with roughness: 1.126 (no unit)
cell size corrected for roughness: 0.625 nm
cell error from mean thickness: 5.0 %
simulation-model distance in F: 0.0178 (no unit)
--- oxide thickness: 4.0 nm ---
measured slope: 2.40 (no unit)
cells in a column: 6.00 (no unit)
cell size from this slope: 0.6667 nm
cell occupation at 63.2% failure: 1.882e-02 (no unit)
defect density at 63.2% failure: 6.41e+19 cm^-3
slope with cell saturation: 2.3773 (no unit)
occupation with diagonal links: 3.016e-03 (no unit)
occupation reduction by links: 6.24 times
slope with diagonal links: 2.3899 (no unit)
slope with roughness: 2.364 (no unit)
cell size corrected for roughness: 0.657 nm
cell error from mean thickness: 2.5 %
simulation-model distance in F: 0.0130 (no unit)
--- both thicknesses ---
cell size from slope difference: 0.6667 nm
intercept of slope line: 0.0000 (no unit)
cell size, main result: 0.667 nm = 6.67 angstrom
assumed roughness: 0.10 nm
assumed mean-thickness error: 0.10 nm
assumed exponent error: 0.05 (no unit)
cell size at lower exponent: 0.583 nm
cell size at upper exponent: 0.750 nm
devices per thickness: 100
sampling error of one slope: 7.8 %
sampling error of 1/a, proportional fit: 5.5 %
sampling error of 1/a, slope difference: 17.4 %
cell size recovered from simulated fits: 0.661 nm
spanning sets of 3 defects, test lattice: 2025
next series coefficient, test lattice: -16300
every check passed
```
